# When does stress slow the oxidation of a silicon nanowire?

**Question**

I am modelling the oxidation of a bare cylindrical silicon wire. The oxide takes up more room than the silicon it replaces, so the shell must flow outward, and the stress of that flow presses on the core. I want to let this pressure $P$ reduce the reaction constant as $k=k_0e^{-PV/k_BT}$, with $V$ an activation volume.

I am stuck in a loop: the pressure depends on the oxidation speed, and the speed depends on the pressure. If I compute $P$ from the speed without stress, the reaction is nearly switched off, but then there is no flow left to produce the pressure. How do I decide whether oxidation slows drastically before the core is consumed? Does it actually stop at some radius?

My test case has initial radius 25 nm, temperature 1100 K, oxide-to-silicon volume ratio 2.2, unstressed reaction-limited speed 0.01 nm/s, $D/k_0=50$ nm, $V=0.015$ nm³ and oxide viscosity $2\times10^4$ GPa s. These are round model values, not fitted ones.

**Answer**

The loop closes if you evaluate the pressure at the slowed speed you are asking about. "Drastically" needs a number, so choose a factor $s<1$ and ask when the interface speed $v$ falls below $s$ times the speed $v_f$ of an unstressed wire with the same core and shell radii. Comparing at equal geometry separates the effect of stress from ordinary diffusion through a thickening shell.

I assume a rigid core, no axial strain, an incompressible viscous oxide and a stress-free outer surface. Elasticity, surface tension, facets and any stress dependence of the diffusion constant $D$ are left out.

**Flow of the shell**

Let $a(t)$ be the core radius, $b(t)$ the outer radius, $a_0$ the initial radius, $\gamma$ the volume ratio and $v=-da/dt>0$. Per unit interface area and time, a volume $v$ of silicon disappears and a volume $\gamma v$ of oxide appears. The excess must move outward, so the oxide velocity at the interface is $u(a)=(\gamma-1)v$. Incompressibility makes $ru(r)$ independent of $r$:

$$u(r)=\frac{A}{r},\qquad A=(\gamma-1)va .$$

The total volume balance is $b^2-a^2=\gamma(a_0^2-a^2)$, hence

$$b^2=\gamma a_0^2-(\gamma-1)a^2 .$$

The strain rates are $u'=-A/r^2$ radially and $u/r=A/r^2$ around the circumference. Define the shear stress $\tau=(\sigma_{\theta\theta}-\sigma_{rr})/2$, with tension positive. Radial force balance reads

$$\frac{d\sigma_{rr}}{dr}=\frac{\sigma_{\theta\theta}-\sigma_{rr}}{r}=\frac{2\tau}{r}.$$

Since $\sigma_{rr}(b)=0$, the compressive pressure on the core is

$$P=-\sigma_{rr}(a)=\int_a^b\frac{2\tau}{r}\,dr .$$

For a Newtonian oxide of viscosity $\eta$, $\tau=\eta(u/r-u')=2\eta A/r^2$. The integrand is then $4\eta A/r^3$, and

$$P=2\eta A\left(\frac1{a^2}-\frac1{b^2}\right)=\frac{2\eta(\gamma-1)v}{a}\left(1-\frac{a^2}{b^2}\right).$$

For a thin shell of thickness $h=b-a\ll a$, the bracket in the first form is about $2h/a^3$, so $P\approx4\eta(\gamma-1)vh/a^2$. This vanishes for $a\to\infty$ at fixed $h$ and $v$: a flat wafer feels no retardation in this model.

At GPa stresses the oxide may thin under shear. I describe this with the Eyring law, which has a stress scale $\tau_c$:

$$\tau=\tau_c\,\mathrm{asinh}\,y,\qquad y=\frac{2\eta A}{\tau_c r^2}.$$

For $y\ll1$ it returns the Newtonian law. Because $y\propto r^{-2}$, we have $2\,dr/r=-dy/y$, and the pressure integral becomes

$$P=\tau_c\left[H(y_a)-H(y_b)\right],\qquad H(y)=\int_0^y\frac{\mathrm{asinh}\,x}{x}\,dx,$$

where $y_a$ and $y_b$ are the values at $r=a$ and $r=b$.

**Diffusion and reaction**

Let $C^*$ be the oxidant concentration held at the outer surface and $N$ the number of oxidant molecules used per unit volume of silicon. For quasi-steady diffusion, the inward flux times $r$ is constant and equals $Nva$. Thus $D\,dC/dr=Nva/r$, and integration gives

$$C^*-C(a)=\frac{Nva}{D}\ln\frac ba .$$

The reaction consumes $kC(a)=Nv$. Inserting $C(a)=Nv/k$ and multiplying by $k_0/N$ gives

$$v\left[e^{PV/k_BT}+\delta\right]=v_0,$$

$$v_0=\frac{k_0C^*}{N},\qquad \delta=\frac a\ell\ln\frac ba,\qquad \ell=\frac D{k_0}.$$

Setting $P=0$ gives the unstressed speed at the same geometry, $v_f=v_0/(1+\delta)$.

**The slowing criterion**

At fixed $a$ and $b$, $P$ increases with $v$. This is evident for the Newtonian law. For the Eyring law both $y_a$ and $y_b$ are proportional to $v$, so $dP/d\ln v=\tau_c(\mathrm{asinh}\,y_a-\mathrm{asinh}\,y_b)>0$. The left side of the speed equation therefore increases with $v$, and there is one solution. It lies below $sv_f$ precisely when the left side, evaluated at $sv_f$, already exceeds $v_0$:

$$s\,\frac{v_0}{1+\delta}\left[e^{P(sv_f)V/k_BT}+\delta\right]>v_0 .$$

Multiply by $(1+\delta)/(sv_0)$, subtract $\delta$ and take the logarithm:

$$\boxed{\frac{P(a,sv_f)V}{k_BT}>\ln\left[\frac1s+\delta\left(\frac1s-1\right)\right]}$$

No iteration is left, because the speed inside $P$ is known.

For a Newtonian shell define $B=2\eta(\gamma-1)V/k_BT$, which is a time. Then

$$\frac{P(a,sv_f)V}{k_BT}=\frac{s}{1+\delta}\,\Lambda,\qquad \Lambda=\frac{Bv_0}{a}\left(1-\frac{a^2}{b^2}\right),$$

and the criterion becomes

$$\Lambda>\frac{1+\delta}{s}\ln\left[\frac1s+\delta\left(\frac1s-1\right)\right].$$

In the reaction-limited case, $\delta=0$, the threshold is $(1/s)\ln(1/s)$. Using the unstressed speed in $P$ would have given $\ln(1/s)$. That is too small by the factor $1/s$, and this is the error behind your apparent switch-off.

**Is the threshold always reached?**

In the continuum model it is. At the start $a=b$, so $P=0$ and the criterion fails. As $a\to0$, $\delta\to0$ because $a\ln(b/a)\to0$, while $\Lambda\to\infty$. For the Eyring law, $y_a$ at speed $sv_f$ grows as $1/a$, $y_b$ tends to zero, and $H(y_a)$ grows without bound. By continuity a crossing exists for every $s<1$.

The useful question is therefore whether the crossing radius $a_s$ is well above atomic size. If it is not, the continuum result has no physical content. I have not shown that the crossing is unique for all parameters. If there are several, take the first one met during oxidation. For your wire, a scan of radii from $10^{-4}$ nm almost to $a_0$ found one crossing for each flow law.

**Your wire, with $s=0.1$**

Here $k_BT=0.015187$ GPa nm³, so $V/k_BT=0.988$ GPa⁻¹. This gives

$$B=2(2\times10^4)(1.2)(0.988)\ \mathrm{s}\approx4.74\times10^4\ \mathrm{s},\qquad Bv_0\approx474\ \mathrm{nm}.$$

The Newtonian crossing is at $a_s=12.9$ nm, where $b=34.3$ nm and $\delta=0.252$. The two sides agree there:

$$\Lambda=\frac{474}{12.95}\left(1-\frac{12.95^2}{34.26^2}\right)\approx31.4,$$

$$\frac{1.252}{0.1}\ln(10+0.252\times9)\approx31.4 .$$

So a tenfold slowing arrives when the core still has about half its initial radius. The core pressure is then 2.54 GPa.

For the Eyring case I choose $\tau_c=0.5$ GPa. The crossing moves inward to 7.3 nm, because thinning lowers the pressure produced at a given speed. The pressure at the crossing is nearly unchanged, 2.53 GPa: the criterion fixes $PV/k_BT$ through a logarithm, and $\delta$ is similar in the two cases. The crossing radius depends strongly on $\tau_c$: it is 10.2, 4.9, 2.1 and 0.5 nm for $\tau_c=1$, 0.3, 0.15 and 0.076 GPa. With $\tau_c=2k_BT/V_c$, the chosen 0.5 GPa corresponds to a flow activation volume $V_c\approx0.06$ nm³, and the last two values to 0.2 and 0.4 nm³.

The ratio $v/v_f$ starts at 1, drops steeply over the first few nanometres and then declines slowly. At core radii of 20, 15, 10 and 5 nm, $v/v_f$ is 0.169, 0.116, 0.079 and 0.043 for Newtonian flow, and 0.343, 0.202, 0.130 and 0.074 for Eyring flow. A different $s$ gives a different $a_s$; no radius is singled out by the equations.

To use the criterion as a design rule, solve it for the Newtonian viscosity at a chosen core radius:

$$\eta_s=\frac{k_BT\,a}{2(\gamma-1)Vv_0(1-a^2/b^2)}\,\frac{1+\delta}{s}\ln\left[\frac1s+\delta\left(\frac1s-1\right)\right].$$

At $a=a_0/2$ this gives $1.91\times10^4$ GPa s, just below your value. The rule applies to a Newtonian shell at a fixed temperature. Changing the temperature changes $v_0$, $D/k_0$ and the viscosity together, so all of them must be re-evaluated. Shear thinning raises the viscosity needed, to $5.4\times10^4$ GPa s for $\tau_c=0.5$ GPa and $5.7\times10^6$ GPa s for $\tau_c=0.15$ GPa.

**How much time does it buy?**

Without stress, the consumption time is

$$t_f=\int_0^{a_0}\frac{da}{v_f}=\frac1{v_0}\int_0^{a_0}\left(1+\frac a\ell\ln\frac ba\right)da .$$

Put $x=a/a_0$ and $z=b^2/a_0^2=\gamma-(\gamma-1)x^2$, so that $x\,dx=-dz/[2(\gamma-1)]$. Then

$$\int_0^1x\ln\frac b{a_0}\,dx=\frac1{4(\gamma-1)}\int_1^\gamma\ln z\,dz=\frac{\gamma\ln\gamma}{4(\gamma-1)}-\frac14 .$$

Since $\int_0^1x\ln x\,dx=-1/4$, subtracting it cancels the last term:

$$t_f=\frac{a_0}{v_0}\left[1+\frac{a_0}{\ell}\,\frac{\gamma\ln\gamma}{4(\gamma-1)}\right].$$

For your wire this is $2500\,(1+0.5\times0.361)\approx2950$ s. With stress, the core radius at that moment is still 19.0 nm (Newtonian) or 15.8 nm (Eyring). At $5t_f$ it is 9.0 or 4.3 nm. The tenfold slowing is reached after about 9000 s or 10 200 s.

**Does it stop?**

It does not stop at a finite radius. The speed equation has a positive solution at every $a>0$: if $v$ were zero, $P$ would be zero too, and the reaction would run at its full rate. Whether the core vanishes in finite time depends on the flow law.

*Newtonian shell.* For a small core, drop $a^2/b^2$ and $\delta$. With $w=Bv/a$ the speed equation becomes $we^w=Bv_0/a$, so $w=W(Bv_0/a)$, where $W$ is the Lambert function. Taking the logarithm and differentiating gives $d\ln a=-(1+1/w)\,dw$. Therefore

$$dt=-\frac{da}{v}=-\frac Bw\,d\ln a=B\left(\frac1w+\frac1{w^2}\right)dw,$$

$$t_2-t_1=B\left[\ln\frac{w_2}{w_1}+\frac1{w_1}-\frac1{w_2}\right].$$

As $a\to0$, $w\to\infty$ and the time diverges, but only as $\ln\ln(1/a)$. Read the other way, $w$ grows as $e^{t/B}$ and $a=Bv_0e^{-w}/w$ falls double-exponentially.

The dropped terms do not rescue a finite time. Below any radius $a_1$, with outer radius $b_1$, the factor $1-a^2/b^2$ is at least $c=1-a_1^2/b_1^2$. Together with $\delta\ge0$ this gives $ve^{cBv/a}\le v_0$. The speed is thus no larger than in the simplified problem with $B$ replaced by $cB$, whose time also diverges.

*Eyring shell.* Define $\theta=2\eta(\gamma-1)/\tau_c$, $q=\tau_cV/k_BT$ and $Y=y_a=\theta v/a$. For a small core, $v=v_0e^{-qH(Y)}$, so

$$a=\frac{\theta v_0}{Y}e^{-qH(Y)},\qquad d\ln a=-\frac{1+q\,\mathrm{asinh}\,Y}{Y}\,dY .$$

Since $dt=-(\theta/Y)\,d\ln a$, and $Y\to\infty$ as $a\to0$, the remaining time is

$$t_{\rm rem}=\theta\int_Y^\infty\frac{1+q\,\mathrm{asinh}\,x}{x^2}\,dx .$$

Integration by parts turns the second term into $\mathrm{asinh}(Y)/Y$ plus $\int_Y^\infty dx/(x\sqrt{1+x^2})=\mathrm{asinh}(1/Y)$. Hence

$$t_{\rm rem}=\theta\left\{\frac1Y+q\left[\frac{\mathrm{asinh}\,Y}{Y}+\mathrm{asinh}\frac1Y\right]\right\},$$

which is finite. Restoring the outer radius lowers $P$ and so speeds up the reaction. Restoring diffusion does no more than replace $v_0$ by $v_0/(1+\delta_{\max})$ in a bound, because $e^{PV/k_BT}+\delta\le e^{qH(Y)}(1+\delta_{\max})$, where $\delta_{\max}$ is the largest $\delta$ still to come. The time stays finite in the full model.

For your wire, the Eyring core is gone after $3.9\times10^4$ s, about $13t_f$. The Newtonian core reaches 1 nm after $4.3\times10^4$ s. Formally it reaches $10^{-6}$ nm after $1.1\times10^5$ s and $10^{-20}$ nm after $1.6\times10^5$ s. Those last two radii have no physical meaning, but they show how weak the divergence is. "Never consumed" is a property of the continuum equation and does not by itself show that a real core is protected.

**Where to distrust this**

- *Elastic response.* With a chosen shear modulus of 30 GPa, the Maxwell time is 667 s. The Newtonian shrink time $a/v$ at $a_s$ is $1.6\times10^4$ s, so viscous flow is a reasonable approximation for most of the shell there. The newest oxide, next to the core, is always younger than the Maxwell time and carries less shear stress than the viscous formula assumes, which lowers its contribution to the pressure. The viscous approximation fails at the beginning, because during the first 667 s the whole shell is younger than the Maxwell time. At the first instant the Newtonian formula gives a shear stress at the core of $2\eta(\gamma-1)v_0/a_0\approx19$ GPa, comparable with the shear modulus; as the speed drops this falls to about 9 GPa after 80 s and 5 GPa after 570 s. The early speeds are therefore unreliable. If the oxide is instead a Maxwell solid with this modulus and viscosity, each layer being born free of shear stress, $v/v_f$ at $a=24$ nm is 0.81 instead of 0.355, the core radius at $t_f$ is 18.1 nm instead of 19.0 nm, and the tenfold slowing arrives at 12.3 nm after about 8700 s instead of 12.9 nm after about 9000 s.
- *Diffusion under stress.* In the Newtonian shell, $\sigma_{rr}(r)=-2\eta A(1/r^2-1/b^2)$. Adding $\tau=2\eta A/r^2$ gives the mean in-plane stress, $2\eta A/b^2$. With no axial strain rate, the axial stress has the same value. The core is thus compressed while the mean stress in the Newtonian shell is a uniform tension, 0.42 GPa at $a_s$. The sign depends on the flow law: in the Eyring shell at its $a_s$ the mean stress $\sigma_{rr}+\tau$ is a compression of 1.0 GPa next to the core and a tension of only about 0.2 GPa near the outer surface. If $D$ responds to it, $\delta$ changes in the speed equation but not in the unstressed reference speed $v_f$. The boxed criterion must then be derived again with two different values of $\delta$.
- *Cracking.* At $a_s$ the Newtonian hoop stress next to the core is $\sigma_{\theta\theta}=2\tau-P\approx3.4$ GPa, in tension; for the Eyring shell it is 0.5 GPa. In the Maxwell shell above, the newest oxide has $\tau\approx0$, so its hoop stress is close to $-P$, and the largest tension, about 2.4 GPa, lies some 3 nm out from the core. Fracture of the oxide, which would relieve the pressure, is not in the model.
- *Very small cores.* At about 1 nm, a smooth interface, a constant $V$ and a continuum flow law are all doubtful.

For your parameters the answer is therefore yes: a tenfold slowing sets in at a core radius of about 13 nm, or 7 nm with the chosen shear thinning. With stronger thinning the radius drops toward atomic size (2 nm for $\tau_c=0.15$ GPa, below 1 nm for 0.076 GPa), so for a shear-thinning oxide the answer depends on the value of $\tau_c$. Within this model it is a long delay, not an arrest. The remaining values are in the numerical output below.

## Table of computed values

```
initial core radius a0 = 25.0 nm
temperature = 1100 K
volume ratio gamma = 2.20
bare reaction speed v0 = 0.010 nm/s
diffusion length ell = D/k0 = 50.0 nm
activation volume V = 0.0150 nm^3
viscosity eta = 2.000e+04 GPa s
Eyring stress tau_c = 0.50 GPa
slowing factor s = 0.10
kT = 0.015187 GPa nm^3
V/kT = 0.9877 1/GPa
stress time B = 4.7409e+04 s
stress length B*v0 = 474.09 nm
Eyring time theta = 9.6000e+04 s
Eyring number q = 0.4938 (dimensionless)
stress-free consumption time t_f = 2951.7 s
Newton: core radius at slowing a_s = 12.947 nm
Newton: outer radius there = 34.261 nm
Newton: delta there = 0.2520 (dimensionless)
Newton: interface speed there = 7.9873e-04 nm/s
Newton: core stress P there = 2.538 GPa
Newton: time to reach a_s = 9019.3 s
Newton: core radius at t_f = 19.029 nm
Newton: core radius at 5 t_f = 9.043 nm
Newton: time to reach 1 nm = 4.2815e+04 s
Eyring: core radius at slowing a_s = 7.345 nm
Eyring: outer radius there = 36.198 nm
Eyring: delta there = 0.2343 (dimensionless)
Eyring: interface speed there = 8.1018e-04 nm/s
Eyring: core stress P there = 2.525 GPa
Eyring: time to reach a_s = 10223.2 s
Eyring: core radius at t_f = 15.833 nm
Eyring: core radius at 5 t_f = 4.278 nm
Eyring: time to reach 1 nm = 2.3520e+04 s
Newton: Lambda at a_s = 31.387 (dimensionless)
Newton: mean shell tension at a_s = 0.423 GPa
v/v_f at a = 20 nm: Newton 0.1687, Eyring 0.3428
v/v_f at a = 15 nm: Newton 0.1156, Eyring 0.2018
v/v_f at a = 10 nm: Newton 0.0789, Eyring 0.1302
v/v_f at a = 5 nm: Newton 0.0428, Eyring 0.0741
Eyring: total consumption time = 3.8935e+04 s
Eyring: total time / t_f = 13.19 (dimensionless)
Newton: time to reach 1e-6 nm (formal) = 1.1234e+05 s
Newton: time to reach 1e-20 nm (formal) = 1.6328e+05 s
Newton: viscosity for slowing at a0/2 = 1.9091e+04 GPa s
chosen shear modulus = 30.0 GPa
Maxwell time eta/G = 666.7 s
initial shrink time a0/v0 = 2500.0 s
Newton: shrink time a/v at a_s = 1.6210e+04 s
```
